# Oriani's effective hydrogen diffusivity with saturable, immobile traps: verification in Python

```python
"""Oriani's effective diffusivity of hydrogen with immobile saturable traps.
Result under test: J = -D_eff grad(C_L + C_T), D_eff = D_L / (1 + R),
R = dC_T/dC_L = (N_T/N_L) K / (1 + (K-1) theta_L)^2, K = exp(E_b / kT).
C_L, C_T: lattice and trapped hydrogen per volume; N_L, N_T: site densities;
theta_L, theta_T: occupancies; E_b: binding energy; D_L: lattice diffusivity.
Slab model: lengths in L, times in L^2/D_L, u = C_L/C_0, y = theta_T,
n = N_T/C_0, b = K theta_0, where 0 marks the entry face.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import gammaln

KB = physical_constants["Boltzmann constant in eV/K"][0]


def trap_occupancy(theta, K):
    return K * theta / (1 + (K - 1) * theta)


def trap_capacity(theta, K, site_ratio):
    return site_ratio * K / (1 + (K - 1) * theta) ** 2


# ---- Isotherm from an explicit canonical sum over all trap fillings
def log_binomial(total, chosen):
    return gammaln(total + 1) - gammaln(chosen + 1) - gammaln(total - chosen + 1)


n_lat, n_trap, n_atoms, K_test = 200000, 20000, 20000, 50.0
filled = np.arange(0, min(n_trap, n_atoms) + 1)
log_w = (log_binomial(n_trap, filled) + log_binomial(n_lat, n_atoms - filled)
         + filled * np.log(K_test))
weight = np.exp(log_w - log_w.max())
mean_filled = np.sum(weight * filled) / np.sum(weight)
sum_theta_T = mean_filled / n_trap
sum_theta_L = (n_atoms - mean_filled) / n_lat
iso_theta_T = trap_occupancy(sum_theta_L, K_test)
assert abs(sum_theta_T / iso_theta_T - 1) < 1e-3  # finite-size error only

# ---- Derivative of the isotherm and its form in concentrations
x, k, nl, nt = sp.symbols("x k nl nt", positive=True)
occ = k * x / (1 - x + k * x)
slope = sp.diff(nt * occ, x) / nl
assert sp.simplify(slope - nt * occ * (1 - occ) / (nl * x * (1 - x))) == 0
assert sp.simplify(slope - nt / nl * k / (1 + (k - 1) * x) ** 2) == 0


# ---- Hopping ring with a side trap on every fourth site
M, SPACING = 400, 4
theta_ring = 0.05
theta_ring_T = trap_occupancy(theta_ring, K_test)


def ring_rates(state, w_in):
    lat, trap = state[:M], state[M:]
    right = np.roll(lat, -1)
    hop = lat * (1 - right) - right * (1 - lat)
    change = np.roll(hop, 1) - hop
    site = lat[::SPACING]
    capture = w_in * (site * (1 - trap) - trap * (1 - site) / K_test)
    change[::SPACING] -= capture
    return np.concatenate([change, capture])


def slow_ring_rate(w_in):
    base = np.concatenate([np.full(M, theta_ring),
                           np.full(M // SPACING, theta_ring_T)])
    size, step = len(base), 1e-3  # rates are quadratic: differences are exact
    jac = np.empty((size, size))
    for col in range(size):
        shift = np.zeros(size)
        shift[col] = step
        jac[:, col] = (ring_rates(base + shift, w_in)
                       - ring_rates(base - shift, w_in)) / (2 * step)
    return np.sort(-np.linalg.eigvals(jac).real)[1]


q_factor = 2 * (1 - np.cos(2 * np.pi / M))
R_ring = trap_capacity(theta_ring, K_test, 1 / SPACING)
ring_formula = 1 / (1 + R_ring)
ring_ratio = slow_ring_rate(20.0) / q_factor
mobile_fraction = theta_ring / (theta_ring + theta_ring_T / SPACING)
assert abs(ring_ratio / ring_formula - 1) < 1e-3
assert abs(ring_ratio / mobile_fraction - 1) > 0.5

w_slow = 0.2
tau_ring = 1 / (w_slow * (theta_ring + (1 - theta_ring) / K_test))
slowing_formula = ring_formula * q_factor * tau_ring * R_ring / (1 + R_ring)
slowing_ring = 1 - slow_ring_rate(w_slow) / (q_factor * ring_formula)
# tolerance covers diffusion between trap-bearing sites, absent in the formula
assert abs(slowing_ring / slowing_formula - 1) < 0.06

# ---- Example: cold-worked bcc iron, rough typical parameters
T, E_b, E_m, D_0 = 300.0, 0.35, 0.06, 1.0e-3   # K, eV, eV, cm^2/s
a_iron, N_T, L, theta_0 = 2.87e-8, 1.0e19, 0.1, 1.0e-6  # cm, cm^-3, cm, 1
N_L = 12 / a_iron ** 3     # six tetrahedral sites per atom, two atoms per cell
jump = a_iron / np.sqrt(8)
kT = KB * T
K = np.exp(E_b / kT)
D_L = D_0 * np.exp(-E_m / kT)
C_0 = theta_0 * N_L
n, b = N_T / C_0, K * theta_0


def d_eff(theta, temperature):
    energy = KB * temperature
    R = trap_capacity(theta, np.exp(E_b / energy), N_T / N_L)
    return D_0 * np.exp(-E_m / energy) / (1 + R)


def apparent_energy(theta):
    R = trap_capacity(theta, K, N_T / N_L)
    return E_m + E_b * (1 - 2 * trap_occupancy(theta, K)) * R / (1 + R)


def numerical_energy(theta):
    beta, step = 1 / kT, 1e-3
    upper = np.log(d_eff(theta, 1 / (KB * (beta + step))))
    lower = np.log(d_eff(theta, 1 / (KB * (beta - step))))
    return -(upper - lower) / (2 * step)


for theta in (1e-9, 1e-6, 1e-5):
    assert abs(apparent_energy(theta) - numerical_energy(theta)) < 1e-5

# ---- Slab with separate lattice and trap populations
CELLS = 80
h = 1 / CELLS
INNER = CELLS - 1


def kinetic_slab(escape, t_end):
    def rhs(t, state):
        u, y = state[:INNER], state[INNER:2 * INNER]
        full = np.concatenate([[1.0], u, [0.0]])
        capture = escape * (b * u * (1 - y) - y)
        du = np.diff(full, 2) / h ** 2 - n * capture
        return np.concatenate([du, capture, [u[-1] / h]])
    sol = solve_ivp(rhs, (0, t_end), np.zeros(2 * INNER + 1), method="BDF",
                    t_eval=[1.0, t_end], rtol=1e-7, atol=1e-9)
    assert sol.success
    early, late = sol.y[:, 0], sol.y[:, 1]
    u_early = early[:INNER]
    total_early = u_early + n * early[INNER:2 * INNER]
    return u_early, total_early, t_end - late[-1], late[INNER - 1] / h


def lattice_part(total):
    B = 1 + n * b - b * total
    return (-B + np.sqrt(B ** 2 + 4 * b * total)) / (2 * b)


def diffuse(left, diffusivity):
    def rhs(t, inner):
        full = np.concatenate([[left], inner, [0.0]])
        D = diffusivity(full)
        return np.diff(0.5 * (D[1:] + D[:-1]) * np.diff(full)) / h ** 2
    sol = solve_ivp(rhs, (0, 1.0), np.zeros(INNER), method="BDF",
                    t_eval=[1.0], rtol=1e-7, atol=1e-9)
    assert sol.success
    return sol.y[:, 0]


def relative_D(u):
    return 1 / (1 + n * b / (1 + b * u) ** 2)


def lag_factor(n_, b_):
    return 1 + 6 * n_ * (0.5 + 1 / b_ - (1 + b_) * np.log1p(b_) / b_ ** 2)


u_fast, total_fast, lag_fast, flux_fast = kinetic_slab(2000.0, 60.0)
u_slow, total_slow, lag_slow, flux_slow = kinetic_slab(1.0, 60.0)
total_face = 1 + n * b / (1 + b)
total_oriani = diffuse(total_face, lambda c: relative_D(lattice_part(c)))
u_wrong = diffuse(1.0, relative_D)
err_fast = np.max(np.abs(total_fast - total_oriani)) / total_face
err_slow = np.max(np.abs(total_slow - total_oriani)) / total_face
err_wrong = np.max(np.abs(u_fast - u_wrong))
factor = lag_factor(n, b)
assert err_fast < 0.01
assert err_slow > 0.05
assert err_wrong > 0.02
assert abs(6 * lag_fast / factor - 1) < 2e-3   # grid error of order h^2
assert abs(6 * lag_slow / factor - 1) < 2e-3
assert abs(flux_fast - 1) < 1e-4 and abs(flux_slow - 1) < 1e-4
assert abs((lag_factor(1.0, 1e-3) - 1) / 1e-3 - 1) < 1e-3
assert abs(lag_factor(1.0, 1e6) - 4) < 1e-3

# ---- Sizes of neglected effects, for the example's own numbers
R_0 = trap_capacity(theta_0, K, N_T / N_L)
R_empty = K * N_T / N_L
D_face, D_empty = D_L / (1 + R_0), D_L / (1 + R_empty)
escape_rate = 6 * D_L / jump ** 2 / K
tau = 1 / (escape_rate * (1 + b))
kinetic_error = D_face * (np.pi / L) ** 2 * tau * R_0 / (1 + R_0)

sigma = 0.03  # eV, standard deviation of binding energies
nodes, weights = np.polynomial.hermite.hermgauss(60)
K_spread = np.exp((E_b + np.sqrt(2) * sigma * nodes) / kT)


def spread_D(theta):
    capacity = trap_capacity(theta, K_spread, N_T / N_L)
    return D_L / (1 + np.sum(weights * capacity) / np.sqrt(np.pi))


repulsion = 0.04  # eV, rise of trap energy when all neighbouring traps are full


def repelled_occupancy(theta):
    return brentq(lambda y: y - trap_occupancy(
        theta, K * np.exp(-repulsion * y / kT)), 0, 1, xtol=1e-15)


y_rep = repelled_occupancy(theta_0)
d_theta = 1e-3 * theta_0
R_rep = N_T / N_L * (repelled_occupancy(theta_0 + d_theta)
                     - repelled_occupancy(theta_0 - d_theta)) / (2 * d_theta)
quantum_L, quantum_T = 0.12, 0.08  # eV, rough vibrational quanta
vib = ((1 - np.exp(-quantum_L / kT)) / (1 - np.exp(-quantum_T / kT))) ** 3

print(f"canonical sum: theta_L {sum_theta_L:.5f}, theta_T {sum_theta_T:.5f}")
print(f"isotherm at that theta_L: theta_T {iso_theta_T:.5f}")
print(f"ring: theta_L {theta_ring}, K {K_test:.0f}, theta_T {theta_ring_T:.4f}")
print(f"ring: R {R_ring:.4f}, sites per trap {SPACING}, sites {M}")
print(f"ring D_eff/D_L: eigenvalue {ring_ratio:.5f}, formula {ring_formula:.5f}")
print(f"ring mobile-fraction form C_L/C: {mobile_fraction:.5f}")
print(f"ring slowing, slow exchange: {slowing_ring:.5f}, "
      f"formula {slowing_formula:.5f}")
print(f"temperature {T:.0f} K, kT {kT:.5f} eV")
print(f"binding energy {E_b} eV, migration energy {E_m} eV")
print(f"diffusivity prefactor {D_0:.1e} cm^2/s, D_L {D_L:.3e} cm^2/s")
print(f"lattice parameter {a_iron * 1e7:.3f} nm, jump length {jump * 1e7:.4f} nm")
print(f"N_L {N_L:.3e} cm^-3, N_T {N_T:.1e} cm^-3, N_T/N_L {N_T / N_L:.3e}")
print(f"K {K:.3e}, slab thickness {L * 10:.1f} mm")
print(f"entry face: theta_L {theta_0:.0e}, C_L {C_0:.3e} cm^-3")
print(f"entry face: C_T {N_T * trap_occupancy(theta_0, K):.3e} cm^-3")
print(f"empty-trap limit: R {R_empty:.3f}, D_eff {D_empty:.3e} cm^2/s")
for theta in (1e-8, 1e-7, 1e-6, 1e-5, 1e-4):
    print(f"theta_L {theta:.0e}: theta_T {trap_occupancy(theta, K):.4f}, "
          f"R {trap_capacity(theta, K, N_T / N_L):.4f}, "
          f"D_eff {d_eff(theta, T):.3e} cm^2/s")
print(f"apparent activation energy, theta_L 1e-9: {apparent_energy(1e-9):.4f} eV")
print(f"apparent activation energy, theta_L 1e-6: {apparent_energy(1e-6):.4f} eV")
print(f"apparent activation energy, theta_L 1e-5: {apparent_energy(1e-5):.4f} eV")
print(f"400 K, theta_L 1e-6: D_eff {d_eff(theta_0, 400.0):.3e} cm^2/s")
print(f"400 K, empty traps: D_eff {d_eff(0.0, 400.0):.3e} cm^2/s")
print(f"slab parameters: n {n:.3f}, b {b:.4f}")
lag_free = L ** 2 / (6 * D_L)
print(f"lag without traps {lag_free:.2f} s, factor by traps {factor:.4f}")
print(f"lag with traps: formula {lag_free * factor:.1f} s")
print(f"lag simulated: fast exchange {lag_fast * L ** 2 / D_L:.1f} s, "
      f"slow exchange {lag_slow * L ** 2 / D_L:.1f} s")
print(f"lag if empty-trap D_eff held throughout: {lag_free * (1 + R_empty):.1f} s")
print(f"diffusivity read from lag: {D_L / factor:.3e} cm^2/s")
print(f"steady flux: {D_L * C_0 / L:.3e} cm^-2 s^-1")
print(f"steady flux over trap-free value, simulated: {flux_fast:.6f}")
print(f"profile time {L ** 2 / D_L:.1f} s")
print(f"profile error of Oriani equation, fast exchange: {err_fast:.5f}")
print(f"profile error of Oriani equation, slow exchange: {err_slow:.4f}")
print(f"error in C_L/C_0 of the wrong equation: {err_wrong:.4f}")
print(f"trap escape rate {escape_rate:.3e} s^-1, relaxation time {tau:.3e} s")
print(f"relative slowing by finite exchange in slab: {kinetic_error:.2e}")
print(f"mean trap spacing {N_T ** (-1 / 3) * 1e7:.2f} nm")
print(f"binding spread {sigma} eV, empty traps: D_eff {spread_D(0.0):.3e} cm^2/s")
print(f"binding spread {sigma} eV, theta_L 1e-6: D_eff {spread_D(1e-6):.3e} cm^2/s")
print(f"trap repulsion {repulsion} eV, theta_L 1e-6: theta_T {y_rep:.4f}, "
      f"D_eff {D_L / (1 + R_rep):.3e} cm^2/s")
print(f"vibrational quanta: lattice {quantum_L} eV, trap {quantum_T} eV")
print(f"lattice quantum over kT {quantum_L / kT:.2f}, factor on K {vib:.4f}")
print(f"vibrations, empty traps: D_eff {D_L / (1 + vib * R_empty):.3e} cm^2/s")
print(f"trap-path diffusivity over D_L adding 10% flux at entry: {0.1 / R_0:.4f}")
print("all tests passed")
```

Output:

```
canonical sum: theta_L 0.03532, theta_T 0.64676
isotherm at that theta_L: theta_T 0.64675
ring: theta_L 0.05, K 50, theta_T 0.7246
ring: R 1.0502, sites per trap 4, sites 400
ring D_eff/D_L: eigenvalue 0.48770, formula 0.48776
ring mobile-fraction form C_L/C: 0.21630
ring slowing, slow exchange: 0.00455, formula 0.00447
temperature 300 K, kT 0.02585 eV
binding energy 0.35 eV, migration energy 0.06 eV
diffusivity prefactor 1.0e-03 cm^2/s, D_L 9.818e-05 cm^2/s
lattice parameter 0.287 nm, jump length 0.1015 nm
N_L 5.076e+23 cm^-3, N_T 1.0e+19 cm^-3, N_T/N_L 1.970e-05
K 7.581e+05, slab thickness 1.0 mm
entry face: theta_L 1e-06, C_L 5.076e+17 cm^-3
entry face: C_T 4.312e+18 cm^-3
empty-trap limit: R 14.935, D_eff 6.162e-06 cm^2/s
theta_L 1e-08: theta_T 0.0075, R 14.7111, D_eff 6.249e-06 cm^2/s
theta_L 1e-07: theta_T 0.0705, R 12.9042, D_eff 7.062e-06 cm^2/s
theta_L 1e-06: theta_T 0.4312, R 4.8318, D_eff 1.684e-05 cm^2/s
theta_L 1e-05: theta_T 0.8835, R 0.2028, D_eff 8.163e-05 cm^2/s
theta_L 1e-04: theta_T 0.9870, R 0.0025, D_eff 9.794e-05 cm^2/s
apparent activation energy, theta_L 1e-9: 0.3875 eV
apparent activation energy, theta_L 1e-6: 0.0999 eV
apparent activation energy, theta_L 1e-5: 0.0147 eV
400 K, theta_L 1e-6: D_eff 1.184e-04 cm^2/s
400 K, empty traps: D_eff 1.165e-04 cm^2/s
slab parameters: n 19.700, b 0.7581
lag without traps 16.97 s, factor by traps 11.9990
lag with traps: formula 203.7 s
lag simulated: fast exchange 203.6 s, slow exchange 203.6 s
lag if empty-trap D_eff held throughout: 270.5 s
diffusivity read from lag: 8.183e-06 cm^2/s
steady flux: 4.984e+14 cm^-2 s^-1
steady flux over trap-free value, simulated: 1.000000
profile time 101.8 s
profile error of Oriani equation, fast exchange: 0.00020
profile error of Oriani equation, slow exchange: 0.2114
error in C_L/C_0 of the wrong equation: 0.1430
trap escape rate 7.547e+06 s^-1, relaxation time 7.536e-08 s
relative slowing by finite exchange in slab: 1.04e-09
mean trap spacing 4.64 nm
binding spread 0.03 eV, empty traps: D_eff 3.242e-06 cm^2/s
binding spread 0.03 eV, theta_L 1e-6: D_eff 2.031e-05 cm^2/s
trap repulsion 0.04 eV, theta_L 1e-6: theta_T 0.3170, D_eff 2.340e-05 cm^2/s
vibrational quanta: lattice 0.12 eV, trap 0.08 eV
lattice quantum over kT 4.64, factor on K 1.1163
vibrations, empty traps: D_eff 5.556e-06 cm^2/s
trap-path diffusivity over D_L adding 10% flux at entry: 0.0207
all tests passed
```
